# Paschen's Voltage and Its Minimum, Applied to Interconnect Air Gaps, part 2

At what voltage $V$ does a gas-filled gap of width $d$ start a self-sustained discharge, and what happens when the gap is very narrow? The electrodes are flat, bare metal, with the cathode at $x=0$, the anode at $x=d$ and a uniform field $E=V/d$. Units are Torr, cm and V/cm. The pressure $p$ measures gas density and is reduced to 293 K from the actual pressure $p_T$ at temperature $T$:

$$p=p_T\,\frac{293\ \mathrm{K}}{T}.$$

The number density of molecules is $N$. The avalanche growth coefficient is $\alpha=Ap\exp(-Bp/E)$, with $A$ and $B$ fitted for the gas over a stated range of $E/p$. Each ion reaching the cathode releases $\gamma$ electrons on average. The feedback factor is

$$M=\gamma\left(e^{\alpha d}-1\right).$$

If an outside cause releases the current density $J_0$ at the cathode, the total for $M<1$ is

$$J=\frac{J_0e^{\alpha d}}{1-\gamma(e^{\alpha d}-1)} .$$

Onset is at $M=1$, or

$$\alpha d=L,\qquad L=\ln\left(1+\frac1\gamma\right).$$

This gives Paschen's voltage,

$$V=\frac{B\,pd}{\ln(A\,pd/L)} ,$$

which exists only for

$$pd>\frac LA .$$

A simple free-flight picture is used for comparison. Electrons move along the field with mean free path $\lambda=1/(Ap)$, and each collision brings them to rest. They ionize if the flight was at least $x_i=V_i/E$ long, where $V_i$ is the ionization potential. With $h=V_i/(E\lambda)$, one electron followed through many collisions ionizes $e^{-h}$ times per mean free path. The mean number of electrons $n(x)$ at distance $x$ from one that started at rest obeys

$$n(x)=e^{-x/\lambda}+\int_0^x\frac{e^{-y/\lambda}}{\lambda}\,m(y)\,n(x-y)\,dy ,$$

with $m(y)=1$ for $y<x_i$ and 2 for $y>x_i$. Far from the start the avalanche grows at the rate $s=W(he^{-h})/(h\lambda)$, where the Lambert function $W(z)$ solves $We^W=z$.

Field emission has been left out so far.

### The minimum

Define the dimensionless variable $u=A\,pd/L$, which exceeds 1 wherever an onset exists. Then $pd=Lu/A$ and

$$V=\frac{BL}{A}\,\frac{u}{\ln u}.$$

The quotient rule gives

$$\frac{dV}{du}=\frac{BL}{A}\,
\frac{\ln u-u\,(1/u)}{(\ln u)^2}
=\frac{BL}{A}\,\frac{\ln u-1}{(\ln u)^2}.$$

The sign is that of $\ln u-1$. The voltage falls for $1<u<e$ and rises for $u>e$, so $u=e$ is the single minimum of the whole curve. There $\ln u=1$, and

$$(pd)_{\min}=\frac{eL}{A}=\frac{e}{A}\ln\left(1+\frac1\gamma\right),
\qquad
V_{\min}=\frac{eBL}{A}.$$

Here $e=2.718\ldots$ is the base of natural logarithms, not the electron charge. The subscript on $pd$ marks the product at which the voltage is lowest; the smallest product that allows an onset is $L/A$, smaller by the factor $e$. Dividing the two results gives the reduced field at the minimum:

$$\left(\frac Ep\right)_{\min}=\frac{V_{\min}}{(pd)_{\min}}=B .$$

It does not depend on $\gamma$ in this model.

### Why there is a minimum

At onset $d=L/\alpha$, so

$$V=Ed=\frac{L}{\alpha/E}.$$

With $L$ fixed, the lowest voltage belongs to the field at which one volt buys the most ionization. This holds for any law $\alpha/p=f(E/p)$. For the exponential law, put $q=Bp/E$; then

$$\frac{\alpha}{E}=\frac{Ap}{E}e^{-q}=\frac AB\,q\,e^{-q},\qquad
\frac{d}{dq}\left(qe^{-q}\right)=(1-q)e^{-q}.$$

The maximum is at $q=1$, which is $E/p=B$ again. At lower $E/p$, on the right branch of the curve, few collisions ionize. At higher $E/p$, on the left branch, $\alpha/p$ approaches its ceiling $A$, and added voltage brings little added growth.

The factor $e$ comes from the exponential law. The avalanche growth of the free-flight picture gives another factor. From $h\lambda=V_i/E$,

$$\frac sE=\frac{W(he^{-h})}{h\lambda E}=\frac{W(he^{-h})}{V_i}.$$

Since $W$ increases with its argument, the maximum is again where $he^{-h}$ is largest, at $h=1$. With $sd=L$ and $\lambda=1/(Ap)$, the product at the minimum is $L/[A\,W(1/e)]$. The factor is $1/W(1/e)=3.591$ instead of 2.718, larger by 32% for the same $A$ and $L$. This is a long-gap estimate, since it uses the growth rate far from the cathode. Near the cathode growth is delayed: for $\gamma=0.01$, solving the equation for $n(x)$ with $n(d)=101$ puts the minimum again at $h=1$, but at 17.46 mean free paths, a factor of 3.78, which is 39% above $e$. The formula with $e$ is therefore tied to constants fitted in the exponential form.

### Shape of the curve and its inverse

Taking the logarithm of $V\propto u/\ln u$ and differentiating gives the relative sensitivity

$$\frac{d\ln V}{d\ln(pd)}=1-\frac1{\ln u}.$$

It is zero at $u=e$. It tends to 1 at large $u$, but slowly, so the right branch rises less than in proportion to $pd$. With the air constants used below and $\gamma=0.01$, the sensitivity at 10 Torr cm is only 0.71. As $u$ approaches 1 it diverges to minus infinity, and small errors in $A$, $\gamma$ or $pd$ then produce large errors in $V$.

An implementation may need the reverse: the range of $pd$ in which a given voltage exceeds onset. Put $v=AV/(BL)$, so that $v=u/\ln u$. Then $\ln u=u/v$, hence $u=e^{u/v}$. Multiplying by $-e^{-u/v}/v$ gives

$$\left(-\frac uv\right)e^{-u/v}=-\frac1v,\qquad
u=-v\,W\!\left(-\frac1v\right).$$

For $v>e$ the Lambert function has two real values at $-1/v$. The one between $-1$ and 0 gives $\ln u=-W<1$, the left branch. The one below $-1$ gives the right branch. The voltage exceeds onset between these two values of $u$. For $v<e$ there is no real solution, because $V$ is below $V_{\min}$.

### Numbers for air

Rough constants for air are $A=15\ \mathrm{cm^{-1}\,Torr^{-1}}$ and $B=365\ \mathrm{V\,cm^{-1}\,Torr^{-1}}$, usable for $E/p$ of roughly 100 to 800 V/(cm Torr). With $\gamma=0.01$, $L=4.615$ and

$$(pd)_{\min}=\frac{2.7183\times4.6151}{15}=0.836\ \mathrm{Torr\,cm},$$

$$V_{\min}=365\times0.8363=305\ \mathrm{V}.$$

At 760 Torr the corresponding gap is $0.8363/760$ cm, or $11.0\ \mu\mathrm m$, and the field is $365\times760$ V/cm, or 0.277 MV/cm. The limit $L/A=0.308$ Torr cm corresponds to $4.05\ \mu\mathrm m$.

The formula was tested against onset voltages found without it, by marching an avalanche across the gap, counting its ions and adjusting the voltage until the feedback was 1. At 0.50, 1.00 and 10.00 Torr cm both routes give 375.85, 309.66 and 1048.46 V. A numerical search for the lowest of these onset voltages gives 305.27 V at 0.8363 Torr cm, as the formulas do. The digits show the agreement of the mathematics; the rough constants do not support them as predictions.

The fitted range of $E/p$ corresponds to onset between about 0.49 and 11.8 Torr cm. The minimum lies inside it. The limit $L/A$ lies outside and is an extrapolation.

The result depends strongly on the choice of $\gamma$. With $A$ and $B$ held fixed, $\gamma=0.001$ gives 457 V at 1.25 Torr cm, and $\gamma=0.1$ gives 159 V at 0.435 Torr cm. Relative to 305 V these are changes of about $+50\%$ and $-48\%$.

A smaller correction comes from the first stretch of the gap, where an electron starting at rest cannot yet ionize. With a rough ionization potential of 15 V this stretch is $15/305$, about 5%, of the gap at the minimum. If growth starts only after it, onset needs $d=L/\alpha+15\ \mathrm V/E$, and multiplication by $E$ gives $V=LE/\alpha+15\ \mathrm V$. Since $E/\alpha$ depends only on $E/p$, the minimum voltage rises by 15 V. By contrast $B/A=24.3$ V, which confirms that the fitted constants are not the quantities of the free-flight picture.

### A sealed 30 nm gap

An air gap between copper lines can be formed by depositing a dielectric that closes the top of a trench before filling it. The cavity then keeps gas from the deposition chamber. Take a width of 30 nm, sealed at 5 Torr and 673 K. The reduced pressure is

$$p=5\times\frac{293}{673}=2.18\ \mathrm{Torr},$$

and it stays at this value when the chip warms up, because the sealed gas keeps its density. With $30\ \mathrm{nm}=3.0\times10^{-6}$ cm,

$$pd=6.5\times10^{-6}\ \mathrm{Torr\,cm},$$

smaller than $(pd)_{\min}$ by a factor of $1.3\times10^5$. If the seal leaks and the gap fills with air to 760 Torr, $pd=2.28\times10^{-3}$ Torr cm, still smaller by a factor of 367.

The largest growth the law allows is $A\,pd=9.8\times10^{-5}$ for the sealed gap and 0.034 for the leaked one. Onset needs 4.6. Neither gap has a Paschen voltage. In the leaked gap, even in the limit of infinite voltage, onset would need $\gamma=1/(e^{0.0342}-1)\approx29$ electrons per ion.

The exponential law is being used here far outside its range. The length $1/(Ap)$, the shortest growth length the law allows, is 877 nm at 760 Torr. The mean free path of electrons in air at this pressure is some hundreds of nanometres, so most electrons cross 30 nm without a collision and no steady avalanche forms. A separate estimate avoids the law. With a rough peak ionization cross section of $\sigma=3\times10^{-16}\ \mathrm{cm^2}$, an electron crossing straight through the leaked gap makes at most $\sigma Nd=0.0225$ ionizations on average. This supports the same conclusion. At a working voltage of 1 V the case is simpler still: an electron starting at rest gains about 1 eV, far below the ionization energy.

### What limits the gap instead

The absence of a Paschen voltage does not make the gap immune to breakdown. Field emission, left out so far, needs no gas. Its size can be estimated by treating the copper as a free-electron metal at zero temperature. Consider electrons whose energy of motion normal to the surface lies $w$ below the Fermi level. Their transverse energy can range from 0 to $w$, which gives $m_ew/(\pi\hbar^2)$ occupied transverse states per unit area, spin included. Electrons in an energy interval $dw$ arrive at the rate $dw/(2\pi\hbar)$ per transverse state. With the electron charge written $q_e$ and the tunnelling probability $D(w)$,

$$J_{\mathrm{em}}=\frac{q_em_e}{2\pi^2\hbar^3}\int_0^\infty w\,D(w)\,dw .$$

In the semiclassical approximation,

$$D=\exp\left[-\frac{2}{\hbar}\int_{x_1}^{x_2}\sqrt{2m_e\,b(x)}\,dx\right],$$

$$b(x)=\phi+w-q_eFx-\frac{q_e^2}{16\pi\varepsilon_0x}.$$

Here $\phi$ is the work function, $F$ the local field, and $x_1,x_2$ the zeros of $b$. The last term is the attraction of the electron to its image charge, which lowers the barrier.

With a rough $\phi=4.5$ eV, a current density of 1 A/cm², chosen as a marker and not as a breakdown criterion, needs $F=25.9$ MV/cm, or 2.59 V/nm. For a smooth bare surface the voltage is $2.59\times30\approx78$ V. Room temperature, or an exact transmission probability in place of the semiclassical one, lowers the field only to about 25.8 MV/cm. The work function matters more: values from 4.2 to 4.94 eV move the voltage from 70 to 90 V. If a rough edge raises the local field tenfold, its surface reaches the marker field at 7.8 V. This is only a lower bound on the voltage for the marker current. An edge that enhances the field so strongly while leaving most of the 30 nm gap open has a tip radius of about a nanometre or less, so the field falls off within the tunnelling barrier, which is about 1.6 nm wide at the marker field. The barrier is then thicker than in a uniform field, and a higher voltage is needed, by an amount that depends on the shape of the edge. As a rough example, half-spheroidal bumps with tenfold enhancement, placed in a uniform field, reach the marker current at about 17 V when 10 nm high (tip radius 1 nm) and about 23 V when 5 nm high (tip radius 0.5 nm). At 1 V the mean field is 0.33 MV/cm, and even ten times this is far below the marker field.

The spacing, sealing pressure and working voltage used here are example values. The gas left by a deposition process need not be air, so $A$ and $B$ may differ, but the sealed gap is below the limit $L/A$ by a factor of about 47,000. The assumption of bare metal fails where dielectric liners cover the copper. For two 3 nm liners with relative permittivity 5, continuity of electric displacement makes the liner field one fifth of the gap field. The air then takes

$$\frac{30}{30+2\times3/5}=0.962$$

of the voltage, so a given gap field needs about 4% more voltage in total. Liners also block steady current and collect charge. This lowers the gap field while the voltage stays the same, but raises it if the voltage is then reversed. Electrons leaving the copper would also enter the liner first. The 78 V and 7.8 V figures therefore apply to bare copper alone. Breakdown of the liners, leakage along dielectric surfaces and the lowering of the barrier by an approaching ion are not included. A voltage rating for a real air gap this narrow has to come from these mechanisms and from measurement, not from Paschen's curve.

## Values computed for the example and the checks

```
A = 15.0 1/(cm Torr); B = 365 V/(cm Torr)
gamma = 0.010; L = ln(1+1/gamma) = 4.6151
Free-flight ionizations per mean free path, h=1: 0.3679
Formula exp(-1): 0.3679
Renewal avalanche growth per mean free path, h=1: 0.2785
Lambert formula W(1/e): 0.2785
Factor replacing e, 1/W(1/e): 3.591
Current gain at alpha*d=3: boundary problem 24.824, formula 24.823
Current gain from generations: 24.823
pd [Torr cm], V numerical [V], V Paschen [V]:
   0.50    375.85    375.85
   0.70    310.81    310.81
   1.00    309.66    309.66
   2.00    389.99    389.99
   5.00    654.56    654.56
  10.00   1048.46   1048.46
Lower limit L/A: 0.3077 Torr cm
Minimum pd: formula 0.8363, numerical 0.8363 Torr cm
Minimum V: formula 305.27, numerical 305.27 V
Gap at minimum, 760 Torr: 11.00 um
Lower-limit gap, 760 Torr: 4.05 um
Field at minimum, 760 Torr: 0.277 MV/cm
gamma=0.001: minimum pd 1.252 Torr cm, V 457.0 V
gamma=0.100: minimum pd 0.435 Torr cm, V 158.6 V
Fit-range edge E/p=100 V/(cm Torr): onset pd 11.838 Torr cm
Fit-range edge E/p=800 V/(cm Torr): onset pd 0.486 Torr cm
B/A as an effective ionization potential: 24.33 V
Rough ionization potential: 15 V; distance to gain it / gap at minimum: 0.049
Air gap: 30 nm; working voltage: 1.0 V
Working field, bare gap: 0.333 MV/cm
Sealing: 5.0 Torr at 673 K; reduced pressure 2.177 Torr
pd sealed: 6.530e-06 Torr cm; leaked: 2.280e-03 Torr cm
Minimum pd / gap pd: sealed 1.281e+05, leaked 366.8
Largest alpha*d in law: sealed 9.796e-05, leaked 0.0342
1/(A p) at 760 Torr: 877 nm
gamma needed in leaked gap, infinite V: 28.7
Rough peak ionization cross section: 3.0e-16 cm2
Cross-section bound on ionizations, leaked: 0.0225
Liners: 2 x 3 nm, k=5; air share of voltage 0.962
Copper work function (rough): 4.5 eV
Local field for 1 A/cm2 cold emission: 25.9 MV/cm
Emission voltage, smooth bare gap: 77.8 V
Emission voltage, enhancement 10: 7.8 V
```
